\section*{Why a tiny Coulomb-tail error in a pseudopotential matters in solids}

\section*{The error and its transform}

\textbf{Q:} I have a tabulated effective core potential for an ion of charge 4. At the end of the mesh, $rV$ is $-3.99999$ instead of $-4$. Can such a small error matter?

\textbf{A:} In an isolated atom, hardly. In a solid it can, depending on how the table is used. I use Hartree atomic units, and $V(r)$ is the potential energy of an electron in the local channel. Let the correct table be $u(r)=rV(r)$, with $u\to-Z$ outside the core. Yours is
\begin{equation}
u_{\rm tab}(r)=u(r)+\delta ,\qquad \delta=10^{-5}.
\end{equation}
I assume that $\delta$ is the same at every mesh point. The tabulated ion then has charge $Z-\delta$, and the potential is wrong by $\delta/r$.

\textbf{Q:} Why should a solid care more about $\delta/r$ than an atom does?

\textbf{A:} Because $\delta/r$ has a long range. A periodic calculation uses the Fourier transform of the potential. With $x$ the cosine of the angle between $\mathbf q$ and $\mathbf r$,
\begin{align}
v(q)&=2\pi\int_0^\infty r^2V(r)\int_{-1}^{1}e^{-iqrx}\,dx\,dr\nonumber\\
&=4\pi\int_0^\infty r^2V(r)\frac{\sin qr}{qr}\,dr
=4\pi\int_0^\infty u(r)\frac{\sin qr}{q}\,dr .
\label{eq:transform}
\end{align}
For constant $u=\delta$ the integral does not converge by itself, so I insert $e^{-\mu r}$ and let $\mu\to0$ at the end:
\begin{equation}
\frac{4\pi\delta}{q}\,{\rm Im}\int_0^\infty e^{-(\mu-iq)r}dr
=\frac{4\pi\delta}{q}\,{\rm Im}\frac{1}{\mu-iq}
=\frac{4\pi\delta}{q^2+\mu^2}\;\to\;\frac{4\pi\delta}{q^2}.
\label{eq:divergence}
\end{equation}
This is the $1/q^2$ divergence of a residual charge.

\textbf{Q:} But my code prints a finite energy.

\textbf{A:} Your mesh ends at some radius $R$, which cuts the divergence off:
\begin{equation}
\Delta v(q)=\frac{4\pi\delta}{q}\int_0^R\sin qr\,dr
=\frac{4\pi\delta\,(1-\cos qR)}{q^2}.
\label{eq:finite}
\end{equation}
For $qR\ll1$, $1-\cos qR\simeq q^2R^2/2$, so
\begin{equation}
\Delta v(0)=2\pi\delta R^2 .
\label{eq:zero}
\end{equation}
The divergence has become a dependence on the mesh length. For $R=100$ bohr the error is $0.628$ hartree bohr$^3$ at $q=0$, but only $1.5\times10^{-4}$ hartree bohr$^3$ at $q=1.088$ bohr$^{-1}$, the shortest nonzero reciprocal vector of the crystal considered below.

\section*{From the transform to an energy}

\textbf{Q:} The Coulomb terms at $q=0$ are supposed to cancel in a neutral crystal. Why does this one survive?

\textbf{A:} Take $N$ electrons and $M$ ions in a cell of volume $\Omega$, with $N=MZ$. As $q\to0$, the electron--electron, electron--ion and ion--ion terms add up to
\begin{equation}
\frac{4\pi}{\Omega q^2}\left[\frac{N^2}{2}-NMZ+\frac{M^2Z^2}{2}\right]
=\frac{2\pi}{\Omega q^2}(N-MZ)^2=0 .
\label{eq:neutral}
\end{equation}
What remains is the finite part of the electron--ion term,
\begin{equation}
\alpha=\lim_{q\to0}\left[v(q)+\frac{4\pi Z}{q^2}\right].
\end{equation}
It enters the energy as $NM\alpha/\Omega$: each ion adds $\alpha/\Omega$ to the average potential, and $N$ electrons feel it. The code cancels the divergence of the nominal charge $Z$, while the finite number in Eq.~\eqref{eq:zero} passes into $\alpha$. From here on, $\Delta E$ and the energy errors per cell, also those in the numerical output, mean this $q=0$ contribution. Nonzero reciprocal vectors add a further part, which is negligible for the full mesh but not always after a repair. The $q=0$ contribution is
\begin{equation}
\Delta E=\frac{NM}{\Omega}\,2\pi\delta R^2 .
\label{eq:energy}
\end{equation}

\textbf{Q:} How large is that for a reasonable cell?

\textbf{A:} Take a model ion with $Z=4$ and
\begin{equation}
u=-Z+Ze^{-2r^2}+2Zr^2e^{-2r^2}+2re^{-r^2},
\label{eq:model}
\end{equation}
on a diamond lattice of cubic edge 10 bohr. The primitive cell has $\Omega=250$ bohr$^3$, $M=2$ and $N=8$, so $NM/\Omega=0.064$ bohr$^{-3}$. With $R=100$ bohr,
\begin{equation}
\Delta E=0.064\times0.6283=0.0402\ \text{hartree}=1.09\ \text{eV per cell}.
\end{equation}

\textbf{Q:} An electronvolt from the fifth decimal! Is there a picture without Fourier transforms?

\textbf{A:} Count the ions. An electron receives $\delta/r$ from every ion within $R$. Their density is $M/\Omega$, so when $R$ is much larger than the ion spacing the sum is
\begin{equation}
\delta\,\frac{M}{\Omega}\int_0^R\frac{4\pi r^2}{r}\,dr
=\frac{2\pi\delta R^2M}{\Omega}.
\end{equation}
At one chosen point in the crystal, 33\,518 ions lie within 100 bohr. The explicit sum of their $1/r$ is $502.78$ bohr$^{-1}$, against $502.65$ bohr$^{-1}$ from the integral. Multiplication by $\delta$ gives $5.03\times10^{-3}$ hartree per electron.

An isolated atom has one such term. To first order its level moves by $\delta\langle1/r\rangle$. For the lowest $s$ level of the model ion this is $10^{-5}\times0.5745=5.7\times10^{-6}$ hartree, smaller by a factor of about 875. An atomic test can therefore pass with a table that fails in the solid.

\textbf{Q:} What if I put the atom in a very large periodic box?

\textbf{A:} Once the box is much larger than $R$, the electron is within reach of its own ion only. The $q=0$ shift per electron falls as $1/\Omega$. The reciprocal vectors become dense, and together their terms rebuild the local $\delta/r$. The result returns to the atomic shift. Equation~\eqref{eq:energy} dominates in the opposite regime, where $R$ spans many ions.

\section*{What the error does to results}

\textbf{Q:} Would I see it in a band structure?

\textbf{A:} Hardly in level spacings. The $q=0$ error is a constant potential. At fixed electron number it adds the same energy to every state, with or without electron interactions. Only nonzero reciprocal vectors $\mathbf G$ can change spacings, and by Eq.~\eqref{eq:finite} their error per ion is at most $8\pi\delta/G^2$, before division by $\Omega$.

I checked this with noninteracting electrons in 169 plane waves at the zone centre. The predicted shift is $5.0265\times10^{-3}$ hartree. The four lowest levels move by $5.0277$ to $5.0281\times10^{-3}$ hartree, a spread of $4.5\times10^{-7}$ hartree. In bases of 500 to 1000 plane waves the spread settles at $4.7\times10^{-7}$ hartree, and the range is unchanged in the digits shown. The small excess over the prediction comes from the nonzero $\mathbf G$, since the constant part contributes the predicted value to each level.

For the same reason, quantum Monte Carlo gives little warning. A constant added to every local energy leaves the variance unchanged, and longer sampling does not remove it.

\textbf{Q:} Then is a constant harmless?

\textbf{A:} It is constant in space, but it depends on volume. At fixed $R$, $N$ and $M$,
\begin{equation}
\Delta P=-\frac{d\,\Delta E}{d\Omega}
=\frac{NM\,2\pi\delta R^2}{\Omega^2}=\frac{\Delta E}{\Omega}.
\end{equation}
Here this is $0.0402/250=1.61\times10^{-4}$ hartree bohr$^{-3}$, a false pressure of $4.73$ GPa. The difference of the plane-wave level sums between edges of 9.8 and 10.2 bohr gives $4.76$ GPa; the small difference combines the finite volume step and the nonzero $\mathbf G$. Equilibrium volumes and cohesive energies are thus exposed. Energy differences between structures of equal volume and composition are largely protected.

\section*{Subtracting an erf term}

\textbf{Q:} I was told to subtract an erf term. Does that remove the error?

\textbf{A:} Not by itself. It solves a neighbouring problem, which exists even when $\delta=0$. If you transform the raw table up to $R$, you omit the correct tail beyond $R$. The damped integral of $\sin qr$ over all $r$ tends to $1/q$, and the part up to $R$ is $(1-\cos qR)/q$, so the part beyond $R$ is $\cos(qR)/q$. The omitted piece is $-4\pi Z\cos(qR)/q^2$, and the raw result is wrong by
\begin{equation}
v_{\rm raw}(q)-v(q)=+\frac{4\pi Z\cos qR}{q^2}.
\end{equation}
At the shortest reciprocal vector this is $-18.2$ hartree bohr$^3$ for a perfect table. The cure is to write
\begin{equation}
V(r)=\frac{u(r)+Z\,{\rm erf}(r/s)}{r}-\frac{Z\,{\rm erf}(r/s)}{r}.
\label{eq:split}
\end{equation}
The first term is short-ranged and is integrated on the mesh. The second is transformed analytically.

\textbf{Q:} Please show that transform.

\textbf{A:} Integrate by parts, with the damping factor understood. The boundary term vanishes at infinity through the damping and at the origin because ${\rm erf}(0)=0$. The derivative of the damping factor adds a term proportional to $\mu$ times a bounded integral, which vanishes as $\mu\to0$. This leaves
\begin{align}
\int_0^\infty{\rm erf}(r/s)\sin qr\,dr
&=\frac1q\,\frac{2}{s\sqrt\pi}\int_0^\infty e^{-r^2/s^2}\cos qr\,dr\nonumber\\
&=\frac1q\,\frac{2}{s\sqrt\pi}\,\frac{s\sqrt\pi}{2}\,e^{-q^2s^2/4}
=\frac{e^{-q^2s^2/4}}{q}.
\end{align}
Multiplication by $-4\pi Z/q$ gives
\begin{equation}
-\frac{4\pi Z}{q^2}e^{-q^2s^2/4}
=-\frac{4\pi Z}{q^2}+\pi Zs^2+O(q^2).
\end{equation}
The divergent term cancels by neutrality, but $+\pi Zs^2$ must be kept:
\begin{equation}
\alpha=4\pi\int_0^\infty r\,[u+Z\,{\rm erf}(r/s)]\,dr+\pi Zs^2 .
\end{equation}

\textbf{Q:} Does the answer depend on my choice of $s$?

\textbf{A:} It must not. Write $u+Z\,{\rm erf}=(u+Z)-Z\,{\rm erfc}$. With $x=r/s$ and integration by parts,
\begin{equation}
4\pi\int_0^\infty r\,{\rm erfc}(r/s)\,dr
=4\pi s^2\int_0^\infty\frac{x^2}{2}\,\frac{2}{\sqrt\pi}\,e^{-x^2}dx
=4\pi s^2\,\frac14=\pi s^2 .
\label{eq:erfc}
\end{equation}
The two terms in $s$ cancel, leaving $\alpha=4\pi\int_0^\infty r(u+Z)\,dr$. For Eq.~\eqref{eq:model} the three Gaussian terms give
\begin{equation}
\alpha=\pi Z+\pi Z+2\pi^{3/2}=36.27\ \text{hartree bohr}^3 .
\end{equation}

\section*{Truncating the mesh}

\textbf{Q:} Where is my $\delta$ now?

\textbf{A:} Still in the first term of Eq.~\eqref{eq:split}, which tends to $\delta/r$ instead of zero. So set that term to zero beyond a radius $R_c$. There the potential becomes $-Z\,{\rm erf}(r/s)/r$, with the right charge. The remaining error is
\begin{align}
\Delta E&=\frac{NM}{\Omega}\left[2\pi\delta R_c^2-T(R_c)\right],\label{eq:cut}\\
T(R_c)&=4\pi\int_{R_c}^\infty r\,[u+Z\,{\rm erf}(r/s)]\,dr ,
\end{align}
where $T$ is the genuine short-range tail that you cut away. For $s=1$ bohr the $q=0$ energy errors per cell are:
\begin{center}
\begin{tabular}{rrr}
$R_c$ (bohr) & $\delta=0$ (hartree) & $\delta=10^{-5}$ (hartree)\\
2 & $-2.9\times10^{-2}$ & $-2.9\times10^{-2}$\\
3 & $-2.8\times10^{-4}$ & $-2.4\times10^{-4}$\\
4 & $-3.5\times10^{-7}$ & $6.4\times10^{-5}$\\
6 & below $10^{-12}$ in size & $1.4\times10^{-4}$\\
10 & below $10^{-12}$ in size & $4.0\times10^{-4}$\\
100 & below $10^{-12}$ in size & $4.0\times10^{-2}$
\end{tabular}
\end{center}

\textbf{Q:} The faulty table changes sign between 3 and 4 bohr. Should I choose the radius where the error vanishes?

\textbf{A:} No. There the two terms of Eq.~\eqref{eq:cut} cancel by accident. With $\delta<0$ they would add in this range. Choose $R_c$ from the decay of the true short-range part: about 4 bohr here, where $T$ is negligible for most purposes. This reduces the $q=0$ error from its full-mesh value of $4.0\times10^{-2}$ hartree to $6.4\times10^{-5}$ hartree. Another potential, or a larger $s$, may need a larger radius.

\textbf{Q:} Can I do better without a new table?

\textbf{A:} Yes, if $\delta$ is constant and you know the correct $Z$. Read $Z_{\rm tab}=-u_{\rm tab}(R)=3.99999$ from the table, subtract with $Z_{\rm tab}$, and add back with $Z$. The mesh part becomes
\begin{equation}
u+\delta+(Z-\delta)\,{\rm erf}(r/s)
=u+Z\,{\rm erf}(r/s)+\delta\,{\rm erfc}(r/s).
\end{equation}
The error potential is now $\delta\,{\rm erfc}(r/s)/r$, which is short-ranged. By Eq.~\eqref{eq:erfc} its $q=0$ value is $\pi\delta s^2$, so
\begin{equation}
\Delta E=0.064\times\pi\times10^{-5}=2.0\times10^{-6}\ \text{hartree}.
\end{equation}
The $q=0$ error falls from its full-mesh value by a factor $2R^2/s^2=2\times10^4$. A small $\delta/r$ remains near the nucleus, as in the atom, and it also acts through the nonzero reciprocal vectors. The transform of the error potential is $4\pi\delta(1-e^{-q^2s^2/4})/q^2$. At the shortest reciprocal vector this is $2.7\times10^{-5}$ hartree bohr$^3$, against $3.1\times10^{-5}$ hartree bohr$^3$ at $q=0$. The total energy error can therefore differ from the $q=0$ value by an amount of comparable size. If $\delta$ is truly the same at every mesh point, subtracting $Z-Z_{\rm tab}=\delta$ from the whole table restores $u$ exactly. The matched subtraction removes $\delta\,{\rm erf}(r/s)$ instead, so it corrects the tail and leaves the values near the nucleus almost as tabulated.

\textbf{Q:} Why not add back $Z_{\rm tab}$, for consistency?

\textbf{A:} Because the cell would no longer be neutral. If only the electron--ion term uses $Z-\delta$, the bracket in Eq.~\eqref{eq:neutral} becomes $NM\delta$. If the ion--ion term uses it too, the bracket becomes $(M\delta)^2/2$. Both leave a true $1/q^2$ divergence. A code that simply drops the $q=0$ term hides it without restoring the right charge.

\section*{Finding the cause}

\textbf{Q:} How do I diagnose a suspicious table?

\textbf{A:} First plot $u_{\rm tab}+Z$ at large $r$. A nonzero plateau is a residual charge; a drifting curve is a different fault, and the matched subtraction then does not apply.

Next, vary $R_c$ with the nominal $Z$ in the subtraction. Once $T$ is negligible, the $q=0$ part of the energy grows as $R_c^2$, while the part from nonzero reciprocal vectors stays bounded. With total energies, take radii large enough for the growth to dominate. For the faulty table above, kept to more digits, the $q=0$ part rises by $2.574\times10^{-4}$ hartree from 6 to 10 bohr, so
\begin{equation}
\delta=\frac{2.574\times10^{-4}}{0.064\times2\pi\,(10^2-6^2)}=1.0\times10^{-5}.
\end{equation}
Varying $s$ checks the $\pi Zs^2$ term, but it does not reveal $\delta$ in this scheme: the contribution $2\pi\delta R_c^2$ contains no $s$.

Finally, check the units. Suppose the whole table of $rV$ was converted from atomic units to eV\,\AA\ with $e^2/4\pi\varepsilon_0=14.4$ eV\,\AA\ and converted back with $14.3996455$ eV\,\AA. Then $u_{\rm tab}=(1+\epsilon)u$ with $\epsilon=2.46\times10^{-5}$, and the tail error is $\delta=-Z\epsilon=-9.85\times10^{-5}$. The full-mesh error is $-0.396$ hartree per cell.

\textbf{Q:} Does truncation cure that one as well?

\textbf{A:} It reduces it to $-5.8\times10^{-4}$ hartree at 4 bohr. Here the core is scaled too:
\begin{equation}
(1+\epsilon)u+Z=(1+\epsilon)(u+Z)-\epsilon Z .
\end{equation}
The last term is the tail error, worth $-6.3\times10^{-4}$ hartree at this cutoff. The scaled core adds $0.064\,\epsilon\alpha=+0.6\times10^{-4}$ hartree. When a common scale factor is the known cause, multiply the whole table by $Z/Z_{\rm tab}$. This removes both parts, because $Z_{\rm tab}=(1+\epsilon)Z$. For a constant offset $\delta$, the same rescaling would mend the tail but slightly distort the core, so the cause should be established before the table is changed. The numerical output lists most of the values used here; the others follow from the closed forms above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Ion charge Z: 4.0 e; tail error delta: 1.0e-05 e
Mesh end: 100.0 bohr; mesh step: 0.01 bohr
Cubic edge: 10.0 bohr; cell volume: 250.0 bohr^3
Ions per cell: 2; electrons per cell: 8
Erf width s: 1.0 bohr
True q=0 finite part: 36.269397 hartree bohr^3
Damped transform of 1/r at q=0.05/bohr: 5024.54 bohr^2
Damped transform of 1/r at q=0.10/bohr: 1256.51 bohr^2
Transform error at q=0.0200/bohr: 4.4490e-01 hartree bohr^3
Transform error at q=0.1000/bohr: 2.3110e-02 hartree bohr^3
Transform error at q=1.0883/bohr: 1.5159e-04 hartree bohr^3
q=0 transform error, full mesh: 0.628319 hartree bohr^3
Raw-transform error, perfect table, q=1.0883/bohr: -18.1931 hartree bohr^3
Energy error per cell: cutoff, perfect table, faulty table
  2.0 bohr: -2.858e-02 hartree, -2.857e-02 hartree
  3.0 bohr: -2.798e-04 hartree, -2.436e-04 hartree
  4.0 bohr: -3.489e-07 hartree, 6.399e-05 hartree
  6.0 bohr: -5.125e-13 hartree, 1.448e-04 hartree
  10.0 bohr: -5.116e-13 hartree, 4.021e-04 hartree
  100.0 bohr: -5.116e-13 hartree, 4.021e-02 hartree
Full-mesh error per cell: 1.0942 eV
Charge read from table end: 3.999990 e
Matched-charge repair, error per cell: 2.011e-06 hartree
Ions within mesh radius of probe: 33518
Explicit sum of 1/r: 502.78 /bohr
Continuum estimate of sum: 502.65 /bohr
Isolated atom, lowest s level: -1.50707 hartree
Isolated atom, mean 1/r: 0.57454 /bohr
Isolated atom, level shift: 5.7454e-06 hartree
Crystal, predicted rigid level shift: 5.026548e-03 hartree
Crystal, smallest level shift: 5.027669e-03 hartree
Crystal, largest level shift: 5.028118e-03 hartree
Crystal, spread of level shifts: 4.490e-07 hartree
Crystal/atom level-shift ratio: 874.9
Plane waves in basis: 169
False pressure, q=0 law: 4.732 GPa
False pressure, plane-wave levels: 4.758 GPa
Coulomb constant: 14.399645 eV angstrom; rounded: 14.4
Tail error from rounded constant: -9.8483e-05 e
Rounded constant, full-mesh error per cell: -0.39597 hartree
Rounded constant, 4-bohr cutoff error: -5.7684e-04 hartree
\end{verbatim}
